# Compression ratio of a molecular drag-pump channel at zero throughput, part 1

(Sections cited here and not found follow in the second part.)

## Part I. Drag and backflow in a uniform channel

### 1. The situation

A sputtering chamber has been pumped to a pressure so low that gas molecules meet the walls far more often than they meet each other. One way to keep removing gas is to let a fast solid surface carry the molecules along. A groove is cut in a fixed housing and closed by the surface of a spinning drum. A molecule that lands on the drum leaves it with the drum's velocity added to its thermal velocity, so it is carried, on average, towards one end of the groove.

Close that end. Gas accumulates there, and the density difference drives molecules back against the motion of the drum. The pressure ratio at which the two flows cancel is the zero-throughput compression ratio \(K_0\). We shall find that it grows exponentially with wall speed times channel length, and also that this law has limits which a straight channel can reach quite soon.

### 2. Model and conventions

Unroll the groove into a straight channel along \(x\), from the inlet at \(x=0\) to the outlet at \(x=L\). Its cross-section is the rectangle

\[
0<y<w,\qquad 0<z<h .
\]

The wall \(z=0\), of width \(w\), slides in the direction \(+x\) at speed \(U\). The other three walls are at rest. The assumptions are these.

- Molecules do not collide with each other (free molecular flow).
- Gas and walls share one temperature \(T\).
- Each wall re-emits diffusely: a molecule forgets how it arrived and leaves with the velocity distribution of a gas at rest relative to that wall.
- No gas is absorbed or released by the walls.
- The channel is long, \(L\gg w,h\), and the properties derived in this part refer to places far from its ends.

Let \(m\) be the molecular mass, \(k_B\) Boltzmann's constant, and

\[
\sigma=\sqrt{\frac{k_BT}{m}},\qquad
\bar v=\sqrt{\frac{8k_BT}{\pi m}}=\sqrt{\frac8\pi}\,\sigma .
\]

Here \(\sigma\) is the standard deviation of one velocity component and \(\bar v\) is the mean thermal speed. The Maxwell distribution, normalized to one, is

\[
M(\mathbf v)=\frac{1}{(2\pi\sigma^2)^{3/2}}
\exp\!\left(-\frac{v_x^2+v_y^2+v_z^2}{2\sigma^2}\right).
\]

A wall at rest emits molecules with phase-space density \(n_wM(\mathbf v)\) for velocities pointing into the channel. The number \(n_w\), the wall density, measures the strength of emission. With \(v_n\) the velocity component along the inward normal, the emission rate per area is

\[
n_w\int_0^\infty v_n\,\frac{e^{-v_n^2/2\sigma^2}}{\sqrt{2\pi}\,\sigma}\,dv_n
=\frac{n_w\sigma}{\sqrt{2\pi}}=\frac{n_w\bar v}{4}.
\]

The last equality follows from \(\bar v/4=\sigma\sqrt{8/\pi}/4=\sigma/\sqrt{2\pi}\). The moving wall emits with \(n_wM(\mathbf v-U\mathbf e_x)\). Its motion is tangential, so \(v_n\) is unaffected and the rate is again \(n_w\bar v/4\).

### 3. The state of uniform density

Suppose first that all walls emit with the same density \(n\), at every \(x\). We must verify that this is a steady state, that is, that each wall receives as many molecules as it emits.

Without collisions, the phase-space density is constant along a molecule's straight path. To find it at a point for velocity \(\mathbf v\), follow the path backwards until it meets a wall. The result is

\[
f=\begin{cases}
nM(\mathbf v-U\mathbf e_x), & \text{path began on the moving wall},\\
nM(\mathbf v), & \text{path began on a wall at rest}.
\end{cases}
\]

Because the channel is uniform along \(x\), the wall on which the path began depends on the direction of \((v_y,v_z)\) and not on \(v_x\). We may therefore integrate over \(v_x\) first. A shift by \(U\) does not change the integral of a Gaussian over all \(v_x\), so both cases give the same transverse distribution:

\[
\int f\,dv_x=\frac{n}{2\pi\sigma^2}
\exp\!\left(-\frac{v_y^2+v_z^2}{2\sigma^2}\right).
\]

This is the distribution of a gas at rest with density \(n\). The density is therefore \(n\) throughout the section, and every wall receives \(n\bar v/4\) molecules per area and time, which is what it emits. The state is steady. No assumption about the size of \(U\) was used.

### 4. The drift velocity

At a point \((y,z)\) let \(\theta(y,z)\) be the angle, measured in the plane of the section, under which the moving wall is seen. The transverse velocities are distributed evenly over all in-plane directions. A fraction \(\theta/2\pi\) of the molecules at that point has therefore come from the moving wall and has mean axial velocity \(U\). The rest has mean axial velocity zero. The local mean velocity is

\[
u_{\rm loc}(y,z)=\frac{\theta(y,z)}{2\pi}\,U .
\]

Averaging over the section gives the drift velocity

\[
u=sU,\qquad
s=\frac{1}{wh}\int_0^h\!dz\int_0^w\!dy\,\frac{\theta(y,z)}{2\pi}.
\]

The drag carries \(n\,sU\) molecules per area and time through the section. The number \(s\) is pure geometry: the averaged share of the surroundings occupied by the moving wall.

To evaluate it, drop a perpendicular from the point to the moving wall. It divides \(\theta\) into two parts:

\[
\theta=\arctan\frac yz+\arctan\frac{w-y}{z}.
\]

The substitution \(y\to w-y\) turns one part into the other, so they contribute equally and

\[
s=\frac{I}{\pi wh},\qquad
I=\int_0^h\!dz\int_0^w\!dy\,\arctan\frac yz .
\]

Use polar coordinates \(y=r\sin\alpha\), \(z=r\cos\alpha\). The integrand is then \(\alpha\) and the area element is \(r\,dr\,d\alpha\). Let \(\beta=\arctan(w/h)\) be the angle of the diagonal and \(q=\sqrt{w^2+h^2}\) its length. For \(\alpha<\beta\) a ray from the corner leaves the rectangle at \(r=h/\cos\alpha\). For \(\alpha>\beta\) it leaves at \(r=w/\sin\alpha\). The radial integral gives half the square of these limits:

\[
I=\frac{h^2}{2}\int_0^\beta\frac{\alpha\,d\alpha}{\cos^2\alpha}
+\frac{w^2}{2}\int_\beta^{\pi/2}\frac{\alpha\,d\alpha}{\sin^2\alpha}.
\]

The antiderivatives are \(\alpha\tan\alpha+\ln\cos\alpha\) and \(-\alpha\cot\alpha+\ln\sin\alpha\), as differentiation confirms. The first vanishes at \(\alpha=0\), the second at \(\alpha=\pi/2\). With \(\tan\beta=w/h\), \(\cos\beta=h/q\) and \(\sin\beta=w/q\),

\[
I=\frac{h^2}{2}\left[\frac{\beta w}{h}+\ln\frac hq\right]
+\frac{w^2}{2}\left[\frac{\beta h}{w}-\ln\frac wq\right].
\]

The two terms in \(\beta\) add up to \(\beta wh\). Dividing by \(\pi wh\) gives

\[
\boxed{\,s=\frac1\pi\left[\arctan\frac wh+\frac{h}{2w}\ln\frac hq
+\frac{w}{2h}\ln\frac qw\right]\,}
\]

For a square the logarithms cancel and \(s=1/4\), as it must be when four equal walls share the view. For \(w\gg h\) the arctangent tends to \(\pi/2\). The first logarithmic term vanishes, and the second behaves as \((w/2h)(h^2/2w^2)=h/4w\), which also vanishes. Then \(s\to1/2\): between wide plates, half the molecules come from the moving one. For a deep, narrow groove \(s\) tends to zero, because the walls at rest fill nearly the whole view.

A section with \(w=10\) mm and \(h=3\) mm has \(s=0.3705\), and direct quadrature of the angle gives the same value. The statement that \(u=sU\) holds for any \(U\) was tested by following molecules from wall to wall in this section with a very fast wall, \(U=2\sigma\). Their total axial displacement divided by the total flight time was \(0.3699\,U\), within 0.2 % of the formula.

### 5. Backflow down a density gradient

Now stop the moving wall and let the wall density vary linearly:

\[
n_w(x)=n_0+gx .
\]

Again we check that emission and arrival balance. A molecule at \(x\) with velocity \(\mathbf v\) left a wall a time \(\tau\) earlier, at \(x-v_x\tau\). The time \(\tau\) is fixed by the transverse motion alone. The phase-space density at \(x\) is therefore

\[
f=M(\mathbf v)\,\bigl[n_0+g(x-v_x\tau)\bigr].
\]

In the arrival rate at a wall, the term containing \(v_x\tau\) is odd in \(v_x\) and integrates to zero. What is left is \((n_0+gx)\bar v/4\), equal to the local emission. The linear profile is thus a steady state, with no additional variation around the perimeter.

Let \(v_t=\sqrt{v_y^2+v_z^2}\) be the transverse speed and \(\rho\) the in-plane distance from the point back to the wall. Then \(\tau=\rho/v_t\). The flux per area, averaged over the section, is

\[
J=\left\langle v_x\left[n_0+gx-g\,\frac{v_x\rho}{v_t}\right]\right\rangle
=-g\,\langle v_x^2\rangle\left\langle\frac1{v_t}\right\rangle R .
\]

The first two terms vanish because they are odd in \(v_x\). The average of the third factorizes because axial velocity, transverse speed and transverse direction are independent in a Maxwell distribution. The length

\[
R=\frac1{wh}\int dA\;\frac1{2\pi}\int_0^{2\pi}\rho\,d\varphi
\]

is the distance to the wall averaged over the section and over all in-plane directions \(\varphi\). The two velocity averages are \(\langle v_x^2\rangle=\sigma^2\) and

\[
\left\langle\frac1{v_t}\right\rangle
=\int_0^\infty\frac1{v_t}\,\frac{v_t}{\sigma^2}\,e^{-v_t^2/2\sigma^2}dv_t
=\frac1\sigma\sqrt{\frac\pi2}.
\]

Hence \(J=-Dg\) with \(D=\sigma R\sqrt{\pi/2}\). Inserting \(\sigma=\bar v\sqrt{\pi/8}\) gives \(\sqrt{\pi/8}\,\sqrt{\pi/2}=\pi/4\), so that

\[
\boxed{\,D=\frac\pi4\,\bar vR\,}
\]

Molecules diffuse along the channel although they never collide with each other. The walls randomize their motion, and \(R\) sets the length of the random steps.

### 6. The mean distance to the wall

Write \(\rho=\int_0^\rho dr\). Since \(r\,dr\,d\varphi\) is an area element \(dA'\) around the chosen point, \(dr\,d\varphi=dA'/r\). In a convex section every other point is reached by one unobstructed ray, so

\[
R=\frac{1}{2\pi wh}\iint\frac{dA\,dA'}{|\mathbf r-\mathbf r'|}.
\]

The integrand depends on the separations \(X=|y-y'|\) and \(Z=|z-z'|\). Pairs of points on a segment of length \(w\) have separation \(X\) with weight \(2(w-X)\), and likewise for \(h\). Therefore

\[
R=\frac{2}{\pi wh}\int_0^w\!dX\int_0^h\!dZ\,
\frac{(w-X)(h-Z)}{\sqrt{X^2+Z^2}} .
\]

Put \(a=\operatorname{arsinh}(h/w)\) and \(b=\operatorname{arsinh}(w/h)\), and let \(\ell=\sqrt{X^2+Z^2}\). Expanding the product requires four integrals over the rectangle. For the first, integrate over \(Z\), then by parts over \(X\):

\[
\iint\frac1\ell=\int_0^w\operatorname{arsinh}\frac hX\,dX
=wa+\int_0^w\frac{h\,dX}{\sqrt{X^2+h^2}}=wa+hb .
\]

For the second, integrate over \(X\) first:

\[
\iint\frac X\ell=\int_0^h\left(\sqrt{w^2+Z^2}-Z\right)dZ
=\frac{hq+w^2a-h^2}{2}.
\]

Exchanging the roles of the sides gives the third, and the fourth is elementary:

\[
\iint\frac Z\ell=\frac{wq+h^2b-w^2}{2},
\]

\[
\iint\frac{XZ}{\ell}=\int_0^hZ\left(\sqrt{w^2+Z^2}-Z\right)dZ
=\frac{q^3-w^3-h^3}{3}.
\]

Their coefficients are \(wh\), \(-h\), \(-w\) and \(1\). In the sum, the terms in \(a\) give \(w^2ha-\tfrac12w^2ha=\tfrac12w^2ha\), and those in \(b\) give \(\tfrac12wh^2b\). The terms in \(q\) give \(-\tfrac12(h^2+w^2)q+\tfrac13q^3=-\tfrac16q^3\). The cubes of the sides have the coefficient \(\tfrac12-\tfrac13=\tfrac16\). Multiplication by \(2/(\pi wh)\) yields

\[
\boxed{\,R=\frac1\pi\left[w\operatorname{arsinh}\frac hw
+h\operatorname{arsinh}\frac wh+\frac{w^3+h^3-q^3}{3wh}\right]\,}
\]

For \(w\gg h\) the three terms tend to \(h\), \(h\ln(2w/h)\) and \(-h/2\), so

\[
R\to\frac h\pi\left[\ln\frac{2w}{h}+\frac12\right].
\]

The logarithm grows without limit. Infinitely wide plates therefore have no finite \(D\), and the finite width of the groove is essential to the problem.

For the section of 10 mm by 3 mm, \(R=2.381\) mm, and averaging over a grid of rays gives the same to four digits. The simulated flights also test \(D\). With the walls at rest, the axial velocities of successive flights are independent, with zero mean and variance \(\sigma^2\). The expected squared displacement is therefore \(\sigma^2\) times the sum of the squared flight times, and division by twice the elapsed time gives a diffusivity. It came out 1.2 % above the formula.

## Part II. The balance, its limits and an example

### 7. What is carried over

The channel has width \(w\), depth \(h\) and length \(L\), and one wall of width \(w\) moves at speed \(U\) from inlet to outlet. The mean thermal speed is \(\bar v\) and the velocity spread per component is \(\sigma\). Part I gave two results for the flux per area:

- at uniform density \(n\), the drag flux is \(nu\) with \(u=sU\);
- with walls at rest, a density gradient drives the flux \(-D\,dn/dx\) with \(D=(\pi/4)\bar vR\).

Here \(s\) is the averaged fraction of in-plane directions that see the moving wall, and \(R\) is the averaged in-plane distance to the wall. For wide channels \(s\to1/2\) and \(R\to(h/\pi)[\ln(2w/h)+1/2]\).

### 8. The balance and the exponential law

Let the wall move and the density vary together. If \(U/\bar v\) is small, and if the density changes little over a typical flight, both are small disturbances of a gas at rest with uniform density. To first order their effects add:

\[
J=un-D\frac{dn}{dx}.
\]

Terms of higher order in the two disturbances are dropped. At zero throughput \(J=0\), hence

\[
\frac1n\frac{dn}{dx}=k,\qquad k=\frac uD=\frac{4s}{\pi R}\,\frac{U}{\bar v}.
\]

Since \(k\) is the same at every \(x\), integration from inlet to outlet gives \(\ln[n(L)/n(0)]=kL\). At uniform temperature pressure is proportional to density, and therefore

\[
\boxed{\,K_0=\frac{p_{\rm out}}{p_{\rm in}}=e^{kL}
=\exp\!\left(\frac{4s}{\pi}\,\frac{U}{\bar v}\,\frac LR\right)\,}
\]

The exponential arises because both flows are proportional to the local density. Stretches of equal length multiply the density by the same factor, whatever its starting value.

The sign is as expected: the pressure rises in the direction of wall motion. Reversing \(U\) inverts the ratio, and \(U=0\) gives \(K_0=1\). For a given channel, \(\ln K_0\) is proportional to \(U\sqrt{m/T}\), so light gases are compressed least. For a wide channel, inserting the limits of \(s\) and \(R\) gives

\[
\ln K_0\to\frac{2UL}{\bar vh\,[\ln(2w/h)+1/2]} .
\]

At fixed \(w\), \(U\) and \(L\), a shallower groove compresses more as long as \(w\gg h\). The drag flux per area is then nearly independent of depth, while the diffusivity falls with it.

The assumption of slow variation can be checked from the result itself. Over the distance \(R\) the density changes by the fraction

\[
kR=\frac{4s}{\pi}\,\frac U{\bar v}.
\]

Smallness of \(U/\bar v\) thus ensures small changes over a distance \(R\). It does not by itself take care of rare, much longer flights, to which we return in Section 10.

For weak drag and slowly varying density, the zero-throughput compression ratio of the channel is \(K_0=e^{kL}\), with \(k\) set by the section's geometry and \(U/\bar v\). It remains to test this law by following individual molecules, to show why it fails in long straight channels, and to work out a hydrogen example with leakage past the land between outlet and inlet.
